# Choosing Field and Mesh for Berry-Phase Permittivity of an Insulator: a program that tests the result

```python
"""Finite-field Berry-phase permittivity and loss of the insulating minimum.

Result under test: a two-band chain with N k-points has a field-connected
minimum only up to E_c, with N*a*E_c/(2*pi) = 2*DELTA + 2*pi*t/N + O(1/N^2).
Below E_c the slope of the Berry-phase dipole gives the permittivity.

Symbols: DELTA = half the level splitting (eV), t = hopping (eV),
A_CELL = period (angstrom), AREA = cross-section per chain (angstrom^2),
lam = N*a*E/(2*pi) (eV), with E the force on a unit charge (eV/angstrom).
Occupied states are u_k = v_k + z_k*c_k, where v_k and c_k are the valence
and conduction states at zero field. Each cell holds two electrons.
"""
import numpy as np
from scipy import constants, integrate

DELTA, HOP, A_CELL, AREA = 2.0, 1.0, 4.0, 16.0
VOLUME = A_CELL * AREA
COULOMB = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10  # eV angstrom
WRAP = np.diag([1.0, -1.0])  # exp(-iGx) for orbitals at 0 and a/2


def bands(ka, t):
    h = 2 * t * np.cos(ka / 2)
    return np.hypot(DELTA, h), np.arctan2(h, DELTA)


def build(n, t):
    """Half gaps, zero-field eigenvectors, and overlaps between neighbours."""
    eps, theta = bands(2 * np.pi * np.arange(n) / n, t)
    s, c = np.sin(theta / 2), np.cos(theta / 2)
    vec = np.empty((n, 2, 2))
    vec[:, 0, 0], vec[:, 1, 0] = -s, c
    vec[:, 0, 1], vec[:, 1, 1] = c, s
    following = np.roll(vec, -1, axis=0).copy()
    following[-1] = WRAP @ following[-1]
    return eps, vec, np.einsum('kab,kac->kbc', vec, following)


def links(z, m):
    zn = np.roll(z, -1)
    p = m[:, 1, 0] + m[:, 1, 1] * zn
    r = m[:, 0, 1] + m[:, 1, 1] * z.conj()
    s = m[:, 0, 0] + m[:, 0, 1] * zn + z.conj() * p
    return p, r, s


def gradient(z, lam, eps, m):
    """Derivative of N*F with respect to conj(z)."""
    p, r, s = links(z, m)
    field = p / s - np.roll((r / s).conj(), 1)
    return 2 * eps * z / (1 + abs(z)**2)**2 + 0.5j * lam * field


def hessian(z, lam, eps, m):
    """Real Hessian of N*F in the variables (Re z, Im z)."""
    n = len(z)
    p, r, s = links(z, m)
    w = abs(z)**2
    a = np.diag(2 * eps * (1 - w) / (1 + w)**3).astype(complex)
    i = np.arange(n)
    j = (i + 1) % n
    hop = 0.5j * lam * np.linalg.det(m) / s**2
    a[i, j] += hop
    a[j, i] += hop.conj()
    b = np.diag(-4 * eps * z**2 / (1 + w)**3
                + 0.5j * lam * (-(p / s)**2
                                + np.roll(((r / s)**2).conj(), 1)))
    return 2 * np.block([[(a + b).real, -(a - b).imag],
                         [(a + b).imag, (a - b).real]])


def newton(z, lam, eps, m):
    z = z.copy()
    n = len(z)
    for _ in range(30):
        g = gradient(z, lam, eps, m)
        if np.max(abs(g)) < 1e-11:
            return z
        rhs = -2 * np.concatenate([g.real, g.imag])
        try:
            d = np.linalg.solve(hessian(z, lam, eps, m), rhs)
        except np.linalg.LinAlgError:
            return None
        z = z + d[:n] + 1j * d[n:]
        if not np.all(np.isfinite(z)) or np.max(abs(z)) > 2:
            return None
    return None


def critical(n, t):
    """Follow the minimum from zero field until it ceases to be a minimum."""
    eps, _, m = build(n, t)
    lam, z, step = 0.0, np.zeros(n, complex), 0.4
    while step > 1e-7:
        new = newton(z, lam + step, eps, m)
        good = new is not None and np.max(abs(new - z)) < 0.2
        if good:
            low = np.linalg.eigvalsh(hessian(new, lam + step, eps, m))[0]
            good = low > 0
        if good:
            lam, z = lam + step, new
        else:
            step /= 2
    return lam, z


def dipole(z, m):
    """Induced dipole per cell, in e*angstrom, for two electrons."""
    return A_CELL / np.pi * np.sum(np.angle(links(z, m)[2] / m[:, 0, 0]))


def solve_dipole(n, lam, t=HOP):
    eps, _, m = build(n, t)
    z = np.zeros(n, complex)
    for part in np.linspace(0, lam, 11)[1:]:
        z = newton(z, part, eps, m)
        assert z is not None
    return dipole(z, m)


def field_of(lam, n):
    return 2 * np.pi * lam / (n * A_CELL)


def permittivity(alpha):
    return 1 + 4 * np.pi * COULOMB * alpha / VOLUME


def finite_field_alpha(n):
    lam = 0.02
    return (solve_dipole(n, lam) - solve_dipole(n, -lam)) / (
        2 * field_of(lam, n))


def mesh_response_alpha(n):
    ka = 2 * np.pi * np.arange(n) / n
    dk = 2 * np.pi / n
    eps, th = bands(ka, HOP)
    up, down = bands(ka + dk, HOP)[1], bands(ka - dk, HOP)[1]
    b = n * A_CELL / (4 * np.pi) * (np.tan((up - th) / 2)
                                    + np.tan((th - down) / 2))
    return 4 * np.mean(b**2 / (2 * eps))


def open_chain_slope(cells):
    """Dipole slope of a finite chain in a real-space linear potential."""
    x = np.arange(2 * cells) * A_CELL / 2
    h0 = np.diag(DELTA * (-1.0)**np.arange(2 * cells))
    h0 += HOP * (np.eye(2 * cells, k=1) + np.eye(2 * cells, k=-1))
    e = 1e-3
    val = []
    for sign in (1, -1):
        c = np.linalg.eigh(h0 + sign * e * np.diag(x))[1][:, :cells]
        val.append(-2 * np.sum(x[:, None] * c**2))
    return (val[0] - val[1]) / (2 * e)


# Derivatives against finite differences of the functional from its definition
rng = np.random.default_rng(4)
n_test, lam_test = 6, 1.7
eps_t, vec_t, m_t = build(n_test, HOP)


def functional(xy):
    z = xy[:n_test] + 1j * xy[n_test:]
    u = vec_t[:, :, 0] + z[:, None] * vec_t[:, :, 1]
    u = u / np.linalg.norm(u, axis=1)[:, None]
    energy, product = 0.0, 1.0
    for k in range(n_test):
        h = 2 * HOP * np.cos(np.pi * k / n_test)
        ham = np.array([[DELTA, h], [h, -DELTA]])
        energy += np.vdot(u[k], ham @ u[k]).real
        nxt = u[k + 1] if k < n_test - 1 else WRAP @ u[0]
        product = product * np.vdot(u[k], nxt)
    # The zero-field phase is pi; the minus sign keeps the branch continuous.
    return energy - lam_test * np.angle(-product)


def real_gradient(xy):
    g = gradient(xy[:n_test] + 1j * xy[n_test:], lam_test, eps_t, m_t)
    return 2 * np.concatenate([g.real, g.imag])


point = 0.15 * rng.standard_normal(2 * n_test)
shifts = 1e-5 * np.eye(2 * n_test)
num_g = np.array([(functional(point + d) - functional(point - d)) / 2e-5
                  for d in shifts])
num_h = np.array([(real_gradient(point + d) - real_gradient(point - d)) / 2e-5
                  for d in shifts])
z_t = point[:n_test] + 1j * point[n_test:]
assert np.allclose(num_g, real_gradient(point), atol=1e-7)
assert np.allclose(num_h, hessian(z_t, lam_test, eps_t, m_t), atol=1e-6)

# Permittivity by four routes
meshes = [8, 12, 16, 24, 32, 48, 96]
alphas = {n: finite_field_alpha(n) for n in meshes}
for n in meshes:
    assert abs(alphas[n] / mesh_response_alpha(n) - 1) < 1e-3


def integrand(ka):
    e = bands(ka, HOP)[0]
    return (HOP * A_CELL * DELTA * np.sin(ka / 2))**2 / (2 * e**5)


alpha_inf = integrate.quad(integrand, 0, 2 * np.pi)[0] / (2 * np.pi)
alpha_chain = (open_chain_slope(40) - open_chain_slope(30)) / 10
assert abs(alpha_chain / alpha_inf - 1) < 1e-5
error_ratio = ((mesh_response_alpha(48) - alpha_inf)
               / (mesh_response_alpha(96) - alpha_inf))
assert abs(error_ratio - 4) < 0.2

# Critical field: atomic limit, then the first mesh correction
atomic = {}
for n in (8, 10):
    atomic[n] = critical(n, 0.0)[0]
    best = np.max(np.sin((2 * np.arange(n) + 1) * np.pi / n))
    assert abs(atomic[n] - 2 * DELTA / best) < 1e-5
found = {n: critical(n, HOP) for n in meshes}
lam_c = {n: found[n][0] for n in meshes}
e_c = {n: field_of(lam_c[n], n) for n in meshes}
assert all(e_c[p] > e_c[q] for p, q in zip(meshes, meshes[1:]))


def correction(l48, l96):
    return 2 * 96 * (l96 - 2 * DELTA) - 48 * (l48 - 2 * DELTA)


slope_1 = correction(lam_c[48], lam_c[96])
hop_2 = 0.6
slope_2 = correction(critical(48, hop_2)[0], critical(96, hop_2)[0])
assert abs(slope_1 / (2 * np.pi * HOP) - 1) < 0.03
assert abs(slope_2 / (2 * np.pi * hop_2) - 1) < 0.03

# Beyond the limit: a saddle remains, and descent leaves it
n_s = 48
eps_s, _, m_s = build(n_s, HOP)
below = newton(found[n_s][1], 0.98 * lam_c[n_s], eps_s, m_s)
above = newton(found[n_s][1], 1.02 * lam_c[n_s], eps_s, m_s)
assert below is not None and above is not None
eig_below = np.linalg.eigvalsh(hessian(below, 0.98 * lam_c[n_s], eps_s, m_s))
eig_above = np.linalg.eigvalsh(hessian(above, 1.02 * lam_c[n_s], eps_s, m_s))
negative = int(np.sum(eig_above < 0))
assert eig_below[0] > 0 and negative == 2
noise = 1e-3 * (rng.standard_normal(n_s) + 1j * rng.standard_normal(n_s))


def descend(start, lam):
    z = start + noise
    for count in range(1, 6001):
        z = z - 0.1 * gradient(z, lam, eps_s, m_s)
        if np.max(abs(z - start)) > 0.5:
            break
    return np.max(abs(z - start)), count


dist_below, steps_below = descend(below, 0.98 * lam_c[n_s])
dist_above, steps_above = descend(above, 1.02 * lam_c[n_s])
assert dist_below < 1e-5 and dist_above > 0.5

print(f"half level splitting DELTA = {DELTA:.1f} eV, hopping t = {HOP:.1f} eV")
print(f"period a = {A_CELL:.1f} angstrom, area = {AREA:.1f} angstrom^2")
print(f"cell volume = {VOLUME:.1f} angstrom^3")
print(f"minimum direct gap = {2 * DELTA:.3f} eV")
print(f"maximum direct gap = {2 * bands(0.0, HOP)[0]:.3f} eV")
print(f"polarizability, continuum = {alpha_inf:.6f} e^2 angstrom^2/eV")
print(f"polarizability, open chains = {alpha_chain:.6f} e^2 angstrom^2/eV")
print(f"permittivity, continuum = {permittivity(alpha_inf):.5f} (no unit)")
print(f"permittivity, open chains = {permittivity(alpha_chain):.5f} (no unit)")
print(f"mesh error ratio, N=48 over N=96 = {error_ratio:.3f} (no unit)")
print("columns: N; finite-field permittivity; E_c in V/angstrom;")
print("  two-term estimate of E_c in V/angstrom; e*E_c*N*a/gap")
for n in meshes:
    estimate = field_of(2 * DELTA + 2 * np.pi * HOP / n, n)
    drop = e_c[n] * n * A_CELL / (2 * DELTA)
    print(f"N={n:2d}  {permittivity(alphas[n]):.5f}  {e_c[n]:.5f}"
          f"  {estimate:.5f}  {drop:.4f}")
print(f"large-N limit of e*E_c*N*a/gap = {2 * np.pi:.4f} (no unit)")
au_field = constants.physical_constants['atomic unit of electric field'][0]
print(f"E_c at N=24 = {e_c[24] * 1e10 / au_field:.6f} atomic units")
for fraction in (0.01, 0.50, 0.95):
    p = solve_dipole(24, fraction * lam_c[24])
    e = fraction * e_c[24]
    print(f"N=24, E/E_c={fraction:.2f}: E={e:.5f} V/angstrom,"
          f" p={p:.6f} e*angstrom, apparent eps={permittivity(p / e):.5f}")
for n in (8, 10):
    print(f"atomic limit, N={n}: N*a*e*E_c/(2*pi) = {atomic[n]:.5f} eV")
print(f"t={HOP:.1f} eV: N*(lam_c-gap), extrapolated = {slope_1:.4f} eV")
print(f"t={HOP:.1f} eV: predicted 2*pi*t = {2 * np.pi * HOP:.4f} eV")
print(f"t={hop_2:.1f} eV: N*(lam_c-gap), extrapolated = {slope_2:.4f} eV")
print(f"t={hop_2:.1f} eV: predicted 2*pi*t = {2 * np.pi * hop_2:.4f} eV")
print(f"N=48, 0.98 E_c: lowest Hessian eigenvalue = {eig_below[0]:.4f} eV")
print(f"N=48, 1.02 E_c: lowest Hessian eigenvalue = {eig_above[0]:.4f} eV")
print(f"N=48, 1.02 E_c: negative directions = {negative}")
print(f"descent at 0.98 E_c: final distance = {dist_below:.1e} (no unit),"
      f" steps = {steps_below}")
print(f"descent at 1.02 E_c: final distance = {dist_above:.2f} (no unit),"
      f" steps = {steps_above}")
print("verified")
```

Running it gives:

```
half level splitting DELTA = 2.0 eV, hopping t = 1.0 eV
period a = 4.0 angstrom, area = 16.0 angstrom^2
cell volume = 64.0 angstrom^3
minimum direct gap = 4.000 eV
maximum direct gap = 5.657 eV
polarizability, continuum = 0.329794 e^2 angstrom^2/eV
polarizability, open chains = 0.329795 e^2 angstrom^2/eV
permittivity, continuum = 1.93245 (no unit)
permittivity, open chains = 1.93245 (no unit)
mesh error ratio, N=48 over N=96 = 3.996 (no unit)
columns: N; finite-field permittivity; E_c in V/angstrom;
  two-term estimate of E_c in V/angstrom; e*E_c*N*a/gap
N= 8  1.88647  0.70143  0.93961  5.6114
N=12  1.91147  0.51464  0.59214  6.1757
N=16  1.92053  0.40219  0.43125  6.4350
N=24  1.92712  0.27308  0.27893  6.5540
N=32  1.92944  0.20408  0.20599  6.5305
N=48  1.93111  0.13469  0.13518  6.4652
N=96  1.93211  0.06646  0.06652  6.3802
large-N limit of e*E_c*N*a/gap = 6.2832 (no unit)
E_c at N=24 = 0.005311 atomic units
N=24, E/E_c=0.01: E=0.00273 V/angstrom, p=0.000895 e*angstrom, apparent eps=1.92712
N=24, E/E_c=0.50: E=0.13654 V/angstrom, p=0.045221 e*angstrom, apparent eps=1.93640
N=24, E/E_c=0.95: E=0.25943 V/angstrom, p=0.088550 e*angstrom, apparent eps=1.96505
atomic limit, N=8: N*a*e*E_c/(2*pi) = 4.32957 eV
atomic limit, N=10: N*a*e*E_c/(2*pi) = 4.00000 eV
t=1.0 eV: N*(lam_c-gap), extrapolated = 6.2925 eV
t=1.0 eV: predicted 2*pi*t = 6.2832 eV
t=0.6 eV: N*(lam_c-gap), extrapolated = 3.7677 eV
t=0.6 eV: predicted 2*pi*t = 3.7699 eV
N=48, 0.98 E_c: lowest Hessian eigenvalue = 0.1630 eV
N=48, 1.02 E_c: lowest Hessian eigenvalue = -0.1623 eV
N=48, 1.02 E_c: negative directions = 2
descent at 0.98 E_c: final distance = 2.8e-16 (no unit), steps = 6000
descent at 1.02 E_c: final distance = 0.53 (no unit), steps = 818
verified
```
